# Locating the Chemical Potential of a Gapped Crystal in Double Precision, part 2

A crystal has a valence band $e_v(\mathbf k)$ with maximum $E_v$, a conduction band $e_c(\mathbf k)$ with minimum $E_c=E_v+E_g$, and two electrons per cell. Atomic units are used in the algebra, and $\tau=k_BT$. A program seeks the chemical potential $\mu$ from $N(\mu)=2$, where

$$N(\mu)=2\sum_{\mathbf k}w_{\mathbf k}\,[f(e_v(\mathbf k))+f(e_c(\mathbf k))] ,$$

$f(e)=1/(1+e^{(e-\mu)/\tau})$ and $\sum w=1$. What error does a wrong $\mu$ cause in the band energy $E$ and free energy $F=E-TS$? A tempting answer is $2\,\delta\mu$, with $\mu$ supposedly exact up to $E_g=1.8636$ eV.

With $h(e)=1/(1+e^{(\mu-e)/\tau})$, the electrons and holes per cell are $n=2\sum w f(e_c)$ and $p=2\sum w\,h(e_v)$, and $N-2=n-p$. In the Boltzmann limit

$$n=N_c\,e^{(\mu-E_c)/\tau},\qquad p=N_v\,e^{(E_v-\mu)/\tau},$$

$$\mu_0=\frac{E_c+E_v}{2}+\frac{\tau}{2}\ln\frac{N_v}{N_c},\qquad n_i=\sqrt{N_cN_v}\;e^{-E_g/2\tau},$$

$$N(\mu)-2=2n_i\sinh\frac{\mu-\mu_0}{\tau},$$

where $\mu_0$ is the exact root.

In double precision $\epsilon=2^{-52}=2.2204\times10^{-16}$. For power-of-two weights and a sum accumulated exactly and rounded once, the computed sum $\mathrm{fl}\,N$ obeys, deep in the gap, $|\mathrm{fl}\,N-N|\le2.5\,\epsilon$. Keeping only the last rounding, $\mathrm{fl}\,N=2$ between

$$\mu_+=\mu_0+\tau\,\mathrm{arsinh}\frac{\epsilon}{2n_i},\qquad \mu_-=\mu_0-\tau\,\mathrm{arsinh}\frac{\epsilon}{4n_i}.$$

The onset gap, where $n_i=\epsilon$, is $E_g^*=2\tau\ln(\sqrt{N_cN_v}/\epsilon)=1.4953$ eV. For a valence state, $z=e^{(e-\mu)/\tau}$.

The simple cubic model has $E_v=0$,

$$e_c=E_g+t_c\sum_{i=1}^{3}(1-\cos k_ia),\qquad e_v=-t_v\sum_{i=1}^{3}(1-\cos k_ia),\qquad t_{c,v}=\frac{1}{m_{c,v}a^2},$$

with $a=5$ Å, $m_c=0.2$, $m_v=0.8$, $T=300$ K ($\tau=0.025852$ eV) and a $64^3$ mesh containing $\mathbf k=0$. Then $t_v=0.38100$ eV, $N_c=2.82367\times10^{-4}$ and $N_v=2.30448\times10^{-3}$. With $b=t/\tau$ ($b_c=58.951$, $b_v=14.738$),

$$N_{c,v}\approx 2\,(2\pi b)^{-3/2}\left(1+\frac{1}{8b}\right)^3 ,$$

whose prefactor is the parabolic result.

For $n_i\ll\epsilon$, $\mathrm{arsinh}\,u\approx\ln2u$. Then $\mu_+=\mu_0+\tau\ln(\epsilon/n_i)$. Insert $\mu_0=E_c-E_g/2+(\tau/2)\ln(N_v/N_c)$ and $-\tau\ln n_i=E_g/2-(\tau/2)\ln(N_cN_v)$: the gap cancels, the two terms in $\ln N_v$ cancel, and those in $\ln N_c$ add to $-\tau\ln N_c$. The same steps for $\mu_-=\mu_0-\tau\ln(\epsilon/2n_i)$, with $\mu_0$ written from $E_v+E_g/2$, cancel $\ln N_c$ instead:

$$\mu_+=E_c-\tau\ln\frac{N_c}{\epsilon},\qquad \mu_-=E_v+\tau\ln\frac{2N_v}{\epsilon}.$$

These say that $n=\epsilon$ at the upper edge and $p=\epsilon/2$ at the lower one. Each edge sits at a fixed distance from its own band. Subtracting, the width is $E_g-\tau\ln(2N_cN_v/\epsilon^2)=E_g-E_g^*-\tau\ln2$, which is not the whole gap. At 1.8636 eV, the supposed threshold, this is already $1.8636-1.4953-0.0179=0.350$ eV. For $E_g=3$ eV,

$$\mu_+=3-0.025852\times27.871=2.27947\ \text{eV},\qquad \mu_-=0.025852\times30.664=0.79272\ \text{eV}.$$

The measured edges are 2.27947 and 0.79254 eV, a width of 1.487 eV (0.0546 Ha). At $E_g=2$ eV the lower edge is the same and the upper one is 1.27947 eV, lower by the change in the gap.

The upper edge agrees with the arsinh form within the tested $10^{-9}$ eV (and with the logarithmic form within the tested $10^{-6}$ eV), for a reason that can be stated: there $z<\epsilon/2$ for every valence state, so $1+z$ rounds to 1, the valence sum is exactly 2, and only the last rounding acts. The lower edge lies $1.8\times10^{-4}$ eV, or $0.007\,\tau$, below the estimate, and the true hole count at the measured edge is $1.118\times10^{-16}$, 0.7% above $\epsilon/2$. Here the hole occupations are themselves rounded to multiples of $\epsilon$, and those below $\epsilon/2$ vanish. A loss of holes would need a slightly larger true $p$ to move the sum, which is the sign observed. The size fits as well: at the measured edge the states whose occupations vanish carry 0.78% of $\epsilon/2$, and the rounding of the other states gives back 0.08%, a net loss of 0.70%.

Bisection evaluates the midpoint of its bracket and, in the form used here, stops when the residual is exactly zero. At $E_g=3$ eV the brackets $(-1,3)$, $(0,3)$ and $(0,4)$ eV have midpoints 1.0, 1.5 and 2.0 eV, all inside the window, and these are the values returned. The answer reflects the bracket and carries no information on the masses.

A program that accepts $|N-2|\le\delta$ with $\delta\gg\epsilon$ has the symmetric window $\mu_0\pm\tau\,\mathrm{arsinh}(\delta/2n_i)$, from the same sinh relation. For $\delta=10^{-10}$ and $E_g=2$ eV, where $n_i=1.281\times10^{-20}$, the half width is $0.025852\times\ln(7.81\times10^{9})=0.5889$ eV, and the measured edges are 0.43827 and 1.61601 eV. Term-by-term summation or weights that are not powers of two add rounding errors beyond the bound above. The relation between an error in $N$ and the error in $\mu$ is unchanged, but the edge formulas no longer apply as written. The computed sum may then sit off 2 across most of the gap, which drives the root toward a band: a term-by-term sum on a $60^3$ mesh at $E_g=3$ eV returns $\mu\approx0.52$ eV, where the true $N-2$ is about $-2\times10^4\,\epsilon$.

If rounding is the cause, more digits must cure it. The same sum $N(\mu)-2$ carried with 50 digits gives $\mu=1.527136873$ eV at $E_g=3$ eV. Double precision also suffices if $n$ and $p$ are summed separately, from $f(e_c)$ and from the direct formula for $h(e_v)$, and $\ln n-\ln p=0$ is solved. Each sum has only positive terms and keeps its relative accuracy, and $\ln n-\ln p=2(\mu-\mu_0)/\tau$ in the Boltzmann limit has a slope that does not depend on the gap. This gives 1.527136873 eV as well. The chemical potential of the model is well defined, and the loss belongs to the way the equation is evaluated.

## Part (c): the energies

A bound that needs no Boltzmann limit comes first. Every $f$ increases with $\mu$, so between two values of $\mu$ all changes $\delta f$ have one sign, and the sum over both bands obeys $2\sum w|\delta f|=|\delta N|$. For any quantity $A=2\sum wfA_{\mathbf k}$ with fixed $A_{\mathbf k}$,

$$|\delta A|\le 2\sum w\,|\delta f|\,|A_{\mathbf k}|\le|\delta N|\,\max|A_{\mathbf k}| .$$

For a $\mu$ inside the window, $\mathrm{fl}\,N=2$, so the true $N$ differs from its value 2 at $\mu_0$ by at most $2.5\,\epsilon$. The band energy $E=2\sum wfe$ then differs from its value at $\mu_0$ by at most $2.5\,\epsilon\max|e|$, however wide the window is. With a tolerance $\delta\gg\epsilon$, $\delta$ takes the place of $2.5\,\epsilon$. The value $2.5\,\epsilon$, and each statement of order $\epsilon$ below, assumes the summation of part (b): power-of-two weights and a sum accumulated exactly and rounded once. With other summation the actual rounding error of the sum takes its place. For the term-by-term sum on a $60^3$ mesh the error in $E$ is about $1.6\times10^{-13}$ eV, well above $2.5\,\epsilon\max|e|=6.7\times10^{-15}$ eV but still negligible in practice.

The actual size follows in the Boltzmann limit. Let $E_0=2\sum w\,e_v$ be the energy of the filled valence band. Writing $f=1-h$ in that band, $E-E_0=2\sum wf e_c-2\sum w\,h\,e_v$. The mean distance of a carrier from its edge is $-\partial\ln N_{c,v}/\partial\beta$ with $\beta=1/\tau$, because differentiating $e^{-\beta(e_c-E_c)}$ brings down the energy. For parabolic bands $N_{c,v}\propto\beta^{-3/2}$, so the mean is $3\tau/2$, upward for electrons and downward for holes:

$$\Delta E=E-E_0=n\left(E_c+\tfrac32\tau\right)-p\left(E_v-\tfrac32\tau\right).$$

In the cubic model $\ln N_{c,v}=-\tfrac32\ln b+3/8b+\text{const}$ with $b=\beta t$, so the mean is $t(3/2b+3/8b^2)=\tfrac32\tau(1+1/4b)$ to this order.

For the free energy, the entropy per state in units of $k_B$ is $s=-f\ln f-(1-f)\ln(1-f)$, and $TS=2\tau\sum ws$. With $x=(e-\mu)/\tau$, $\ln f=-\ln(1+e^x)$ and $\ln(1-f)=x-\ln(1+e^x)$, so $s=\ln(1+e^x)-(1-f)x$. The contribution of one state to the grand potential $\Phi=F-\mu N$ is

$$(e-\mu)f-\tau s=\tau xf-\tau\ln(1+e^x)+\tau(1-f)x=\tau x-\tau\ln(1+e^x)=-\tau\ln(1+e^{-x}).$$

For a conduction state $e^{-x}\ll1$, and the last form gives $-\tau e^{-x}\approx-\tau f$. For a valence state $e^{x}\ll1$, and the form before it gives $(e-\mu)-\tau e^{x}\approx(e-\mu)-\tau h$. Summing with weights $2w$,

$$\Phi=E_0-2\mu-\tau(n+p).$$

Adding $\mu N=\mu(2+n-p)$ cancels the term $-2\mu$:

$$\Delta F=F-E_0=\mu\,(n-p)-\tau\,(n+p).$$

No band shape was assumed. The term $2\mu$ of the tempting solution appears in $\Phi$, with a minus sign, and is absent from $F$. Differentiating with $dn/d\mu=n/\tau$ and $dp/d\mu=-p/\tau$, the terms $(n-p)$ and $-(n-p)$ cancel and $dF/d\mu=\mu(n+p)/\tau=\mu\,dN/d\mu$. So $dF=\mu\,dN$: the free energy responds to the change in electron number, which the window confines to order $\epsilon$. A shift of the energy zero by $c$ adds $c(n-p)$ to $\Delta E$ and $\Delta F$, again of order $\epsilon$.

For the model, the cosines average to zero over the mesh, so $E_0=2\times(-3t_v)=-6t_v=-2.285989$ eV ($-0.0840086$ Ha), and doubles of this size in eV are spaced by $4.441\times10^{-16}$. At the upper edge for $E_g=3$ eV, $n=2.220\times10^{-16}$ and $p=1.2\times10^{-41}$ is negligible:

$$\Delta E=2.220\times10^{-16}\times(3+0.03878)=6.75\times10^{-16}\ \text{eV},$$

$$\Delta F=2.220\times10^{-16}\times(2.27947-0.02585)=5.00\times10^{-16}\ \text{eV}.$$

The 50-digit sums of $E$ and $S$ give $6.748\times10^{-16}$ eV and $5.004\times10^{-16}$ eV ($1.84\times10^{-17}$ Ha), which are 1.5 and 1.1 times the spacing of doubles at $E_0$. At the lower edge, with $p=1.118\times10^{-16}$, $\Delta F=-p(\mu+\tau)=-1.118\times10^{-16}\times0.81840=-9.15\times10^{-17}$ eV, as the 50-digit sum confirms. The parabolic $\Delta E=\tfrac32\tau p=4.34\times10^{-18}$ eV lies below the 50-digit value $4.41\times10^{-18}$ eV, which exceeds it by 1.8%, close to the factor $1/4b_v=1.7\%$ derived above. At the true root $n_i=5.1\times10^{-29}$, so $E$ and $F$ there equal $E_0$ far below these scales, and the numbers above are the errors relative to the true root.

In double precision the three brackets, with $\mu=1.0$, 1.5 and 2.0 eV, all give $F=-2.285989266581150$ eV, the printed value of $E_0$ in every digit. The grand potential $F-2\mu$ takes the values $-4.2860$, $-5.2860$ and $-6.2860$ eV. A quantity linear in the occupations with fixed coefficients, such as $E$, is protected by the bound on $\delta A$. The free energy, whose entropy is not linear in $f$, is protected by $dF=\mu\,dN$. A quantity that contains $\mu$ explicitly, such as a level measured from $\mu$, inherits the full width of the window, and $\Phi$, through its term $-2\mu$, inherits twice that width. The separate counts $n$ and $p$ show the limit of that protection, which is absolute and not relative: $n$ runs from $2.3\times10^{-41}$ to $2.2\times10^{-16}$ per cell across the window while its true value is $5.1\times10^{-29}$, so neither count can be trusted at a $\mu$ taken from the window. The intrinsic density follows from $\sqrt{np}=n_i$, in which $\mu$ cancels, provided $p$ is summed from the direct formula for $h$, or from the root of $\ln n=\ln p$.

The numerical check below asserts the sinh relation, the rounding bound, the window edges and widths, the 50-digit root and the formulas for $\Delta E$ and $\Delta F$.

## Calculated quantities

```
a = 5.0 A, mc = 0.2 me, mv = 0.8 me, T = 300.0 K, mesh 64^3
kT = 0.025852 eV, hbar^2/me = 7.61996 eV A^2, eps = 2.2204e-16
tc = 1.52399 eV, tv = 0.38100 eV, bc = 58.951, bv = 14.738
parabolic Nc = 2.80561e-04, Nv = 2.24449e-03 per cell
lattice   Nc = 2.82367e-04, Nv = 2.30448e-03 per cell
sqrt(Nc Nv) lattice = 8.06664e-04 per cell
(3/4) kT ln(mv/mc) = 0.026879 eV = 9.8778e-04 Ha
parabolic quadrature, Eg = 3 eV: mu0 = 1.526879 eV
Eg = 0.3 eV: exp(-Eg/2kT) = 3.0207e-03
  Fermi correction: quadrature 3.4103e-05 eV, formula 3.4165e-05 eV
lattice, Eg = 3 eV, ln n = ln p: mu0 = 1.527137 eV = 0.056121 Ha
  nonparabolic shift: mesh 2.5801e-04 eV, first order 2.4668e-04 eV
  4^3 mesh: mu0 - midgap = 3.084e-08 eV
largest |fl N - N| on scan of mu = 0.908 eps
onset gap ni = eps: 1.4953 eV, exp(-Eg/2kT) = 2.753e-13
gap where exp(-Eg/2kT) = eps: 1.8636 eV
Eg = 1.0000 eV: exp(-Eg/2kT) = 3.984e-09, ni = 3.214e-12 per cell
  mu0 = 0.5271369 eV, measured edges 0.5271364, 0.5271378 eV
  formula edges 0.5271364, 0.5271378 eV
  width measured 1.3376e-06 eV, formula 1.3395e-06 eV
Eg = 1.4953 eV: exp(-Eg/2kT) = 2.753e-13, ni = 2.220e-16 per cell
  mu0 = 0.7748039 eV, measured edges 0.7683734, 0.7872155 eV
  formula edges 0.7684064, 0.7872442 eV
  width measured 1.8842e-02 eV, formula 1.8838e-02 eV
Eg = 2.0000 eV: exp(-Eg/2kT) = 1.588e-17, ni = 1.281e-20 per cell
  mu0 = 1.0271369 eV, measured edges 0.7925438, 1.2794699 eV
  formula edges 0.7927231, 1.2794699 eV
  width measured 4.8693e-01 eV, formula 4.8675e-01 eV
Eg = 3.0000 eV: exp(-Eg/2kT) = 6.326e-26, ni = 5.103e-29 per cell
  mu0 = 1.5271369 eV, measured edges 0.7925438, 2.2794699 eV
  formula edges 0.7927231, 2.2794699 eV
  width measured 1.4869e+00 eV, formula 1.4867e+00 eV
window width at Eg = 3 eV: 0.05464 Ha
Eg = 2 eV, tolerance 1e-10: edges 0.43827, 1.61601 eV, half width 0.58887 eV
filled band E0 = -2.285989266581150 eV = -0.08400856 Ha, ulp = 4.441e-16 eV
bracket (-1.0, 3.0) eV: mu = 1.0000 eV, F = -2.285989266581150 eV, F - 2mu = -4.2860 eV
bracket (0.0, 3.0) eV: mu = 1.5000 eV, F = -2.285989266581150 eV, F - 2mu = -5.2860 eV
bracket (0.0, 4.0) eV: mu = 2.0000 eV, F = -2.285989266581150 eV, F - 2mu = -6.2860 eV
naive N = 2 with 50 digits: mu = 1.527136873 eV; ln n = ln p: 1.527136873 eV
lower edge: n = 2.329e-41, p = 1.118e-16 per cell
  dE = 4.4143e-18 eV (formula 4.3352e-18 eV)
  dF = -9.1492e-17 eV (formula -9.1492e-17 eV) = -3.362e-18 Ha
upper edge: n = 2.220e-16, p = 1.173e-41 per cell
  dE = 6.7478e-16 eV (formula 6.7474e-16 eV)
  dF = 5.0040e-16 eV (formula 5.0040e-16 eV) = 1.839e-17 Ha
```
